# Limiting Potential and Minimum Overpotential of Four-Step Oxygen Evolution, part 2

The problem is how low the thermodynamic overpotential of an oxygen-evolving electrode can be, judged from adsorption free energies. The assumed path on a single site, with $*$ the bare site, is

1. $*+\mathrm{H_2O}\to{*}\mathrm{OH}+\mathrm{H^+}+e^-$
2. $*\mathrm{OH}\to{*}\mathrm{O}+\mathrm{H^+}+e^-$
3. $*\mathrm{O}+\mathrm{H_2O}\to{*}\mathrm{OOH}+\mathrm{H^+}+e^-$
4. $*\mathrm{OOH}\to{*}+\mathrm{O_2}+\mathrm{H^+}+e^-$

The elementary charge is 1; energies are in eV and potentials in V. The potential $U=U_{\rm SHE}+kT\ln10\;{\rm pH}$ is on the reversible hydrogen scale, where $U_{\rm SHE}$ is the potential on the standard hydrogen (SHE) scale and $kT$ is the thermal energy. The equilibrium potential of the overall reaction is the input $U_{\rm eq}=1.23$ V.

The adsorption free energies $G_{\rm OH}$, $G_{\rm O}$ and $G_{\rm OOH}$ are relative to the bare site, liquid water and hydrogen gas, and are assumed independent of potential. A lower value means stronger binding. At $U=0$ the step free energies are

$$\Delta G_1=G_{\rm OH},\qquad \Delta G_2=G_{\rm O}-G_{\rm OH},$$
$$\Delta G_3=G_{\rm OOH}-G_{\rm O},\qquad \Delta G_4=4U_{\rm eq}-G_{\rm OOH}, \tag{2}$$

and at potential $U$ each becomes $\Delta G_i(U)=\Delta G_i-U$. The limiting potential, the smallest $U$ at which no step is uphill, and the thermodynamic overpotential are

$$U_L=\max(\Delta G_1,\Delta G_2,\Delta G_3,\Delta G_4), \tag{3}$$
$$\eta=U_L-U_{\rm eq}. \tag{4}$$

The steps have a fixed sum:

$$\Delta G_1+\Delta G_2+\Delta G_3+\Delta G_4=4U_{\rm eq}. \tag{5}$$

An additional, empirical premise concerns the offset

$$D=G_{\rm OOH}-G_{\rm OH}.$$

Its calculated values cluster around 3.2 eV for many surfaces, with a scatter of a few tenths of an eV.

The example, model surface A, has $G_{\rm OH}=1.00$, $G_{\rm O}=2.40$ and $G_{\rm OOH}=4.20$ eV. Its steps are 1.00, 1.40, 1.80 and 0.72 eV, so step 3 limits, with $U_L=1.80$ V and $\eta=0.57$ V.

Q: Grant me $D=3.2$ eV, then. It involves only OH and OOH. How can it restrict a path that also passes through $*\mathrm{O}$?

A: The state $*\mathrm{O}$ lies between the other two, so its energy cancels from the sum of the steps on either side:

$$\Delta G_2+\Delta G_3=(G_{\rm O}-G_{\rm OH})+(G_{\rm OOH}-G_{\rm O})=D. \tag{6}$$

Two electrons are released between $*\mathrm{OH}$ and $*\mathrm{OOH}$, and together they must pay for 3.20 eV. If both steps were smaller than 1.60 eV, their sum would be smaller than 3.20 eV. At least one is therefore 1.60 eV or more. This gives

$$U_L\ge\frac D2=1.60\ {\rm V},\qquad \eta\ge1.60-1.23=0.37\ {\rm V}.$$

Changing $G_{\rm O}$ moves free energy from one of these steps to the other. It cannot reduce their sum.

Q: That is a lower bound. Perhaps no surface reaches it, because steps 1 and 4 get in the way.

A: They have to be checked. Their sum is fixed as well:

$$\Delta G_1+\Delta G_4=G_{\rm OH}+4U_{\rm eq}-G_{\rm OOH}=4U_{\rm eq}-D. \tag{7}$$

For two real numbers $a$ and $b$,

$$\max(a,b)=\frac{a+b}{2}+\frac{|a-b|}{2},$$

since the larger number lies half their separation above their mean. Apply this first to $a=\Delta G_2$ and $b=\Delta G_3=D-\Delta G_2$. Then $a-b=2\Delta G_2-D$, and

$$\max(\Delta G_2,\Delta G_3)=\frac D2+\left|G_{\rm O}-G_{\rm OH}-\frac D2\right|.$$

For the outer pair, write $S=4U_{\rm eq}-D$. With $a=\Delta G_1=G_{\rm OH}$ and $b=\Delta G_4=S-G_{\rm OH}$, the difference is $2G_{\rm OH}-S$, and

$$\max(\Delta G_1,\Delta G_4)=\frac S2+\left|G_{\rm OH}-\frac S2\right|.$$

The limiting potential is the larger of these two maxima:

$$U_L=\max\left\{\frac D2+\left|G_{\rm O}-G_{\rm OH}-\frac D2\right|,\ \frac S2+\left|G_{\rm OH}-\frac S2\right|\right\}. \tag{8}$$

The first entry depends on the difference $G_{\rm O}-G_{\rm OH}$, the second on $G_{\rm OH}$ alone. At fixed $D$ these two quantities can be varied independently, so both absolute values can be made zero at once. Since neither can be negative, the minimum is

$$\min U_L=\max\left(\frac D2,\frac S2\right)=\max\left(\frac D2,\ 2U_{\rm eq}-\frac D2\right).$$

Subtracting $U_{\rm eq}$ from both entries leaves $D/2-U_{\rm eq}$ and its negative. The larger of a number and its negative is its absolute value, so

$$\eta_{\min}=\left|\frac D2-U_{\rm eq}\right|=\frac{|D-2U_{\rm eq}|}{2}. \tag{9}$$

For the chosen offset,

$$\eta_{\min}=\frac{3.20-2.46}{2}=0.37\ {\rm V}.$$

The corresponding energy is 0.37 eV per electron, or about 36 kJ per mole of electrons. The bound is attained within the model, so 0.37 V is the minimum itself. The numerical check obtains the same minimum by linear programming, without using equation (8).

Q: Does this single out one ideal set of adsorption energies?

A: No, it leaves a segment. Reaching $U_L=D/2=1.60$ V requires the first absolute value in equation (8) to vanish:

$$G_{\rm O}-G_{\rm OH}=1.60\ {\rm eV}.$$

The outer pair only has to stay at or below 1.60 eV. Here $S=4.92-3.20=1.72$ eV, so the condition in eV is

$$0.86+|G_{\rm OH}-0.86|\le1.60,\qquad |G_{\rm OH}-0.86|\le0.74,$$

which means

$$0.12\ {\rm eV}\le G_{\rm OH}\le1.60\ {\rm eV}.$$

Along this segment steps 2 and 3 are both 1.60 eV. Steps 1 and 4 share the remaining 1.72 eV and have room to spare, except at the ends, where one of them also reaches 1.60 eV. If a further relation ties $G_{\rm O}$ to $G_{\rm OH}$, fewer surfaces are available. The minimum then stays at 0.37 V or rises; it cannot fall.

Q: Let me see the formula fail to improve a surface, as well as succeed.

A: Return to surface A, which has $D=4.20-1.00=3.20$ eV and $\eta=0.57$ V. Its difference $G_{\rm O}-G_{\rm OH}$ is 1.40 eV, 0.20 eV short of the optimum, and that 0.20 eV is its excess over the minimum. Surface B differs only in having $G_{\rm O}=2.60$ eV. Its steps are 1.00, 1.60, 1.60 and 0.72 eV, giving $U_L=1.60$ V and $\eta=0.37$ V. The oxygen atom had been bound too strongly for the next step; weakening its binding by 0.20 eV equalises steps 2 and 3. Weakening it further would make step 2 the largest.

Two more surfaces keep $G_{\rm O}-G_{\rm OH}=1.60$ eV and $D=3.20$ eV but leave the segment:

- Surface C has $G_{\rm OH}=1.80$ eV. Its steps are 1.80, 1.60, 1.60 and −0.08 eV. Binding is too weak, formation of $*\mathrm{OH}$ limits, and $\eta=0.57$ V.
- The fourth surface, labelled D in the printed output and not to be confused with the offset $D$, has $G_{\rm OH}=0.00$ eV. Its steps are 0.00, 1.60, 1.60 and 1.72 eV. Binding is too strong, release of $\mathrm{O_2}$ limits, and $\eta=0.49$ V.

In both cases steps 2 and 3 are perfectly balanced, and it does not help. In surface C the negative last step does not help either: $U_L$ is set by the largest step alone, because each step must separately stop being uphill.

Q: Your 3.2 eV has a scatter. How seriously should I take the second digit of 0.37?

A: As the consequence of a stated input, not as a material constant known to 0.01 V. For $D>2U_{\rm eq}$, equation (9) has slope one half. An offset of 3.00 eV gives 0.27 V, and one of 3.40 eV gives 0.47 V. A change of 0.20 eV in $D$ thus moves the bound by 0.10 V. A particular surface has its own offset, which belongs in equation (9) in place of the typical value. If its offset is 3.00 eV, its bound is 0.27 V, and a thermodynamic overpotential between 0.27 and 0.37 V contradicts nothing.

Q: Then I should make $D$ as small as possible.

A: Only down to 2.46 eV, where the minimum is zero. Below that, the outer pair becomes too expensive. For $D=1.80$ eV, steps 1 and 4 add up to $4.92-1.80=3.12$ eV. One of them is at least 1.56 eV, and the minimum overpotential is $1.56-1.23=0.33$ V. The total of 4.92 eV is fixed, so relief for one pair is a burden on the other. Even $D=2.46$ eV merely permits zero overpotential; each pair must still be divided equally.

To lower the offset from 3.20 eV, one has to stabilise $*\mathrm{OOH}$ relative to $*\mathrm{OH}$. Stabilising both equally changes $G_{\rm OH}$ but leaves $D$, and hence the bound, where it was.

Q: Suppose I measure an oxygen current at an overpotential of 0.27 V on surface A. Its thermodynamic overpotential is 0.57 V. Is the theory refuted?

A: No. While the net reaction runs forward, a step that is uphill by several $kT$ makes the state after it rare compared with the state before it; it does not forbid a net reaction. The direction of the net reaction is decided by $U_{\rm eq}$, and a simple rate model shows this.

Let the site cycle through $*$, $*\mathrm{OH}$, $*\mathrm{O}$ and $*\mathrm{OOH}$, with probabilities $\theta_1$ to $\theta_4$ and $\theta_5=\theta_1$. Let $f_i$ and $b_i$ be the forward and backward rate constants of step $i$. Detailed balance requires

$$\frac{f_i}{b_i}=e^{-(\Delta G_i-U)/kT}.$$

In a steady state the same net rate $J$ passes through every step:

$$J=f_i\theta_i-b_i\theta_{i+1}.$$

All $\theta_i$ are positive: if one were zero, nothing could be flowing into it, so its neighbours would be zero too, and then all four, although they must add up to 1. If $J>0$, then $f_i\theta_i>b_i\theta_{i+1}$ for each step. Multiply the four inequalities. The same product of probabilities appears on both sides and cancels, leaving $f_1f_2f_3f_4>b_1b_2b_3b_4$. If $J<0$ the inequality is reversed, and if $J=0$ the products are equal. By equation (5),

$$\frac{f_1f_2f_3f_4}{b_1b_2b_3b_4}=e^{4(U-U_{\rm eq})/kT}.$$

So $J$ has the sign of $U-U_{\rm eq}$. The limiting potential does not appear.

Q: The sign may be right, but how large is the rate below $U_L$?

A: That needs a choice of rate constants. Let every downhill move occur at a common attempt rate, and let every uphill move carry the factor $e^{-\text{rise}/kT}$. There are no further barriers. With $kT=0.02569$ eV, the solved rate equations give for surface A, in units of the attempt rate:

- 1.22 V: $-2.7\times10^{-13}$
- 1.24 V: $2.7\times10^{-13}$
- 1.50 V: $4.2\times10^{-6}$
- 1.80 V: 0.20
- 2.10 V: 0.25

Your 0.27 V corresponds to 1.50 V. There the steps are −0.50, −0.10, 0.30 and −0.78 eV, and the site is mostly in the state $*\mathrm{O}$. It climbs to $*\mathrm{OOH}$ at the rate $e^{-0.30/0.02569}\approx8.5\times10^{-6}$. From $*\mathrm{OOH}$ both directions are downhill and equally fast, so half of these attempts succeed, which gives about $4.2\times10^{-6}$. The reaction runs, but slowly compared with the attempt rate.

At 1.24 V the steps are −0.24, 0.16, 0.56 and −0.52 eV. The site is almost always in $*\mathrm{OH}$, with $*$ and $*\mathrm{O}$ in equilibrium with it, so $\theta_1\approx e^{-0.24/kT}$ and $\theta_3\approx e^{-0.16/kT}$. The state $*\mathrm{OOH}$ is fed forward at the rate $p=\theta_3e^{-0.56/kT}=e^{-0.72/kT}$, set by the cumulative climb over two steps, and backward at the rate $q=\theta_1e^{-0.52/kT}=e^{-0.76/kT}$. It empties at the attempt rate in both directions, so $\theta_4=(p+q)/2$ and $J=\theta_4-q=(p-q)/2\approx2.7\times10^{-13}$, the listed value.

At $U_L=1.80$ V step 3 is level and equally fast both ways, while the backward rates of the other steps are negligible. Then $\theta_1=\theta_2=\theta_4=J$, and step 3 gives $J=\theta_3-\theta_4$, so $\theta_3=2J$. The probabilities add up to $5J=1$, hence $J=0.20$. At 2.10 V all backward rates are negligible, each probability equals $J$, and $4J=1$. For surface A in this barrier-free model, $U_L$ marks where the steep rise of the rate ends, because no rate constant can exceed the attempt rate. With activation barriers that fall as the potential rises, as on real electrodes, the rate keeps rising beyond $U_L$.

Q: So 0.37 V is not a lower limit on the overpotential I would measure?

A: It is not. A measured overpotential refers to a chosen current, and it depends on the number of active sites, the attempt rates, activation barriers and transport. The quantity bounded here is the potential beyond equilibrium at which every step ceases to be uphill.

Q: And where does the bound itself stop applying?

A: Where one of its premises does. If oxygen forms by another route, such as two adsorbed O atoms combining, the list of steps changes and equation (6) no longer constrains the whole path. If adsorption free energies vary with potential, a step is no longer $\Delta G_i-U$, and the threshold must be found from the actual dependence. If $*\mathrm{OOH}$ gains stabilisation that $*\mathrm{OH}$ does not share, $D$ changes and equation (9) must be evaluated with the new value. Within the four-step path, with potential-independent adsorption energies and $D=3.2$ eV, the choice of $G_{\rm OH}$ and $G_{\rm O}$ cannot bring $\eta$ below 0.37 V.

## Calculated quantities

```
Equilibrium potential U_eq (input): 1.23 V
Sum of the four step energies: 4.92 eV
Offset D = G_OOH - G_OH (input): 3.20 eV
Temperature: 298.15 K; kT = 0.02569 eV
Shift of SHE-scale potentials per pH unit: -0.0592 V
Model surfaces:
 A: G_OH, G_O, G_OOH = 1.00  2.40  4.20 eV
    steps 1-4 = 1.00  1.40  1.80  0.72 eV; limiting step(s) [3]
    U_L = 1.80 V; overpotential = 0.57 V
 B: G_OH, G_O, G_OOH = 1.00  2.60  4.20 eV
    steps 1-4 = 1.00  1.60  1.60  0.72 eV; limiting step(s) [2, 3]
    U_L = 1.60 V; overpotential = 0.37 V
 C: G_OH, G_O, G_OOH = 1.80  3.40  5.00 eV
    steps 1-4 = 1.80  1.60  1.60  -0.08 eV; limiting step(s) [1]
    U_L = 1.80 V; overpotential = 0.57 V
 D: G_OH, G_O, G_OOH = 0.00  1.60  3.20 eV
    steps 1-4 = 0.00  1.60  1.60  1.72 eV; limiting step(s) [4]
    U_L = 1.72 V; overpotential = 0.49 V
Surface A, free energy of the five stages relative to the first:
 U = 0.00 V: 0.00  1.00  2.40  4.20  4.92 eV
 U = 1.23 V: 0.00  -0.23  -0.06  0.51  0.00 eV
 U = 1.80 V: 0.00  -0.80  -1.20  -1.20  -2.28 eV
Surface A on the SHE scale:
 pH 0: U_L = 1.800 V, U_eq = 1.230 V, difference = 0.570 V
 pH 14: U_L = 0.972 V, U_eq = 0.402 V, difference = 0.570 V
Surface A, net turnover of model cycle / attempt rate (no unit):
 U = 1.22 V: -2.662e-13
 U = 1.24 V: 2.659e-13
 U = 1.50 V: 4.160e-06
 U = 1.80 V: 2.000e-01
 U = 2.10 V: 2.500e-01
Least overpotential for a given offset (linear program):
 D = 1.80 eV: 0.33 V
 D = 2.46 eV: 0.00 V
 D = 3.00 eV: 0.27 V
 D = 3.20 eV: 0.37 V
 D = 3.40 eV: 0.47 V
Least overpotential with the offset left free: 0.00 V
Main result, D = 3.20 eV: least U_L = 1.60 V
Main result: least overpotential = 0.37 V
 as energy per electron: 35.7 kJ/mol
Bound reached for G_OH from 0.12 to 1.60 eV
 with G_O - G_OH = 1.60 eV
```
